# Explicit Euler for Surface Uptake in a Logarithmic Vacancy Variable

## A surface that fills past its last site

In atomic layer deposition a precursor vapour is admitted for a short pulse and its molecules bind to a finite number of surface sites. Uptake stops when no vacant site remains. Let $x$ be the fraction of sites filled and $k$ the adsorption rate per vacant site, so that

$$\frac{dx}{dt}=k(x,t)\,(1-x),\qquad 0\le x(0)<1 .$$

Langmuir kinetics has $k$ independent of $x$. In other models $k$ changes as the surface fills, and the equation may have to be integrated numerically. The simplest method, explicit Euler with step $h$, holds the uptake rate fixed during the step:

$$x_{n+1}=x_n+h\,k_n(1-x_n).$$

Nothing here tells the step to stop when the vacancies run out. For the palladium precursor dose treated below, one step as long as the pulse gives a coverage of 1.42, which has no physical meaning. The cure is a change of variable. It secures the bound, but accuracy is a separate matter.

## The variable and the bound

Write $v=1-x$ for the vacant fraction and define

$$y=-\ln(1-x)=-\ln v,\qquad x=1-e^{-y}.$$

A clean surface has $y=0$ and a full one has $y=\infty$. By the chain rule,

$$\frac{dy}{dt}=\frac{1}{1-x}\frac{dx}{dt}=k .$$

The factor $1-x$ has cancelled: $y$ is the accumulated adsorption rate per vacant site. Explicit Euler for $y$ is

$$y_{n+1}=y_n+h\,k_n .$$

Changing sign and exponentiating gives the vacancy after the step. Beside it stands the result of plain Euler, obtained by subtracting its formula from 1:

$$v_{n+1}^{\rm log}=v_n e^{-hk_n},\qquad v_{n+1}^{\rm plain}=v_n(1-hk_n).$$

The exponential of a finite number is positive. Hence, if $k_n$ is finite, $v_{n+1}^{\rm log}>0$ and $x_{n+1}<1$ for every finite $h$. If also $k_n\ge 0$, the exponential is at most 1, so coverage does not fall and stays nonnegative. The two conditions have different duties: finiteness gives the upper bound, and nonnegativity gives the lower bound and monotone uptake. Plain Euler overshoots from $x_n<1$ precisely when $hk_n>1$.

These statements concern exact arithmetic and one step at a time. A stronger one follows if $k\le k_{\max}$ at all coverages and times. Integrating $dy/dt=k$, or adding the Euler increments, gives $y(t)\le y(0)+k_{\max}t$ in both cases, and therefore

$$v(t)\ge v(0)\,e^{-k_{\max}t}$$

for the true solution and for the logarithmic scheme, whatever the step. The exact solution then does not reach full coverage in finite time either, and the scheme shares this property of the rate equation. If $k$ is unbounded near $x=1$, this agreement can be lost, as shown further on.

## A rate that depends on coverage

Suppose that each arriving molecule is first held weakly, in a mobile physisorbed state, and wanders over vacant and filled sites at random, with the same average density over both kinds. Let $F$ be the arriving flux, $N$ the site density and $n$ the physisorbed density. Over a vacant site the molecule binds at rate $k_a$ or desorbs at rate $k_d$; over a filled site it can only desorb, at rate $k_d'$. Then

$$\frac{dn}{dt}=F-n\left[(1-x)(k_a+k_d)+xk_d'\right],\qquad
N\frac{dx}{dt}=nk_a(1-x).$$

If the physisorbed population adjusts much faster than the coverage, its arrivals and losses balance. Setting $dn/dt=0$, solving for $n$ and inserting it in the second equation gives

$$\frac{dx}{dt}=\frac{F}{N}\,\frac{k_a(1-x)}{(1-x)(k_a+k_d)+xk_d'} .$$

Divide numerator and denominator by $k_a+k_d$ and define

$$s_0=\frac{k_a}{k_a+k_d},\qquad K=\frac{k_d'}{k_a+k_d},\qquad a=\frac{s_0F}{N}.$$

The denominator becomes $1-x+Kx=1-qx$ with $q=1-K$, so

$$k(x)=\frac{a}{1-qx}.$$

Here $s_0$ is the sticking probability on the clean surface. For $K=1$ the rate per vacant site is constant, which is Langmuir kinetics. For $K<1$ molecules leave filled regions slowly, the physisorbed population grows as the surface fills, and each remaining vacancy is supplied faster: $k$ rises from $a$ to $a/K$. For $K>1$ it falls from $a$ to $a/K$. Thus $k_{\max}$ is the larger of $a$ and $a/K$, and is finite for $K>0$.

This law has a solution against which the schemes can be judged. Separate the variables and use $1-qx=K+q(1-x)$:

$$a\,dt=\frac{1-qx}{1-x}\,dx=\left(\frac{K}{1-x}+q\right)dx .$$

Integration from a clean surface at $t=0$ gives

$$at=Ky+qx .$$

To solve for the vacancy when $0<K<1$, put $y=-\ln v$ and $x=1-v$, divide by $K$, and let $r=q/K$:

$$\ln v+rv=r-\frac{at}{K}.$$

Exponentiating and multiplying by $r$ produces $rv\,e^{rv}=r\,e^{r-at/K}$. The Lambert function $W$ is defined by $W(z)e^{W(z)}=z$, so

$$v=\frac1r\,W\!\left(r\,e^{\,r-at/K}\right),$$

with the principal branch because the argument is positive. If the pressure varies in time, $a$ does too, and $at$ is replaced by $\int a\,dt$.

## When plain Euler fails

For $K<1$, $k$ is below $a/K$ at every $x<1$. If $ah\le K$, then $hk<1$ throughout and plain Euler stays below full coverage. If $ah>K$, then $hk$ exceeds 1 close enough to full coverage. A long run climbs into that region and overshoots, unless a step happens to land on $x=1$, where the rate vanishes. With $K=0.2$ and a clean start, 40 steps at $ah=0.99K$ did not exceed full coverage, whereas 12 steps at $ah=1.01K$ did. For $K\ge1$ the largest rate is $a$, and $ah\le1$ suffices.

For $0<K<1$, what follows an overshoot depends on its size. For $1<x<1/q$ the numerator of $(1-x)/(1-qx)$ is negative and the denominator positive, so the next step moves coverage down. Beyond $1/q$ both are negative, the computed uptake is positive again, and coverage grows without limit. The rate law has been continued to a region where it describes nothing.

## Global error of the two schemes

Both schemes are explicit Euler for an equation $dz/dt=G(z)$: one has $z=y$, $G=k$, the other $z=x$, $G=f$, where $f=k(1-x)$ is the uptake rate. Take constant pressure, so that $G$ does not depend explicitly on time, and let $G$ be smooth and positive. Write the numerical solution as $z+hE$ to leading order, with $z$ the true solution and $E(0)=0$. Since $d^2z/dt^2=G'G$, where $G'=dG/dz$, the numerical value after one step is

$$z+hG+\tfrac12h^2G'G+hE+h^2\frac{dE}{dt}+O(h^3).$$

The Euler formula gives for the same value

$$z+hE+hG(z+hE)=z+hE+hG+h^2G'E+O(h^3).$$

Equating the terms in $h^2$,

$$\frac{dE}{dt}=G'E-\tfrac12G'G .$$

Set $E=Gu$. Along the true solution $dG/dt=G'G$, so the left side is $G'Gu+G\,du/dt$. Its first term cancels $G'E$, leaving $du/dt=-G'/2$. With $dt=dz/G$,

$$u=-\frac12\int\frac{G'}{G}\,dz=-\frac12\ln\frac{G}{G_0},\qquad
hE=-\frac h2\,G\ln\frac{G}{G_0},$$

where $G_0$ is the initial value. An error $\delta y$ becomes a coverage error $\delta x=e^{-y}\delta y=(1-x)\delta y$. For a clean start both initial rates equal $a$, and the leading coverage errors, numerical minus true, are

$$\delta x_{\rm log}=-\frac h2 f\ln\frac ka,\qquad
\delta x_{\rm plain}=-\frac h2 f\ln\frac fa .$$

The logarithmic scheme pays for changes in the rate per vacant site; plain Euler pays for changes in the total uptake rate. In Langmuir kinetics $k$ is constant and a logarithmic step has no error at all. For $0<K<1$, $k$ rises and $f$ falls, so the logarithmic scheme lags behind the true coverage and plain Euler runs ahead.

The bounded scheme need not be the more accurate one. For $0<K<1$ the magnitudes of the two logarithms are

$$\left|\ln\frac ka\right|=-\ln(1-qx),\qquad
\left|\ln\frac fa\right|=\ln(1-qx)-\ln(1-x).$$

At small $h$ plain Euler has the smaller error if the second is less than the first, that is, if $2\ln(1-qx)<\ln(1-x)$, or $(1-qx)^2<1-x$. Expanding and cancelling the 1 gives $x\,[q^2x-(2q-1)]<0$, hence

$$x<x_*=\frac{2q-1}{q^2}=\frac{1-2K}{(1-K)^2}.$$

Such a range exists for $K<1/2$. For $1/2\le K<1$ the logarithmic scheme is better at every $x>0$. The same holds for $K>1$: there $\ln(k/a)$ and $\ln(1-x)$ are both negative, and their sum $\ln(f/a)$ is larger in magnitude than the first alone.

## Algorithm and step choice

The quantity to store is $y$. One step reads:

1. Compute $v=e^{-y}$.
2. Evaluate $k$ from $v$ and the current pressure; for the precursor law, $k=a/(K+qv)$.
3. Replace $y$ by $y+hk$.
4. For output, compute $x=1-e^{-y}$ with a function that evaluates $e^z-1$ accurately at small $z$.

Storing $x$ instead would spoil the bound through rounding. Double-precision numbers just below 1 are spaced by $2^{-53}$, so $1-e^{-y}$ rounds to 1 once $e^{-y}$ is $2^{-54}$ or less, at $y=54\ln2\approx37.43$. The printed coverage is then 1, but $y$ and $e^{-y}$ still describe the remaining vacancies.

For a wanted largest coverage error $\varepsilon$ over a pulse of length $T$, let $M$ be the maximum of $(f/a)|\ln(k/a)|$ during the pulse. The leading error is at most $ahM/2$, so the number of steps should be

$$n\ge\frac{aT\,M}{2\varepsilon}.$$

This estimate is of leading order: when it gives only a few steps, the error can exceed $\varepsilon$, as happens for $K>1$ (for $K=10$, $aT=1.416$ and three steps the largest error is about twice $ahM/2$). In that case, or if $M$ is unknown or the pressure varies, halve the step. A first-order error $Ch$ becomes $Ch/2$, so the difference $x_h-x_{h/2}=Ch/2$ estimates the error of the finer run.

## A palladium precursor dose

Consider Pd(hfac)$_2$, molecular mass 520.52 u, dosed on an oxide at 473 K and a partial pressure of 0.01 Torr for 0.2 s. Take one site per nm², $s_0=0.001$ and, as a test value for the schemes, $K=0.2$. The flux from kinetic theory is

$$F=\frac{p}{\sqrt{2\pi mk_BT_s}}
=\frac{1.333\ \text{Pa}}{\sqrt{2\pi(8.643\times10^{-25}\ \text{kg})(6.530\times10^{-21}\ \text{J})}}
\approx7.08\times10^{21}\ \text{m}^{-2}\text{s}^{-1},$$

where $T_s$ is the temperature. This is 7080 nm⁻² s⁻¹, so $a=0.001\times7080/1=7.08$ s⁻¹ and $aT=1.416$. The exact law gives $x=0.9607$ and $y=3.237$; indeed $0.2\times3.237+0.8\times0.9607=1.416$. Final coverages from the two schemes are:

| Steps | $h$ (ms) | Logarithmic | Plain |
|---:|---:|---:|---:|
| 1 | 200 | 0.757 | 1.416 |
| 2 | 100 | 0.850 | 1.185 |
| 4 | 50 | 0.907 | 1.027 |
| 8 | 25 | 0.936 | 0.989 |
| 16 | 12.5 | 0.949 | 0.974 |
| 64 | 3.125 | 0.958 | 0.964 |

Plain Euler is safe up to $h=K/a=0.2/7.08$ s, or 28 ms, which lies between the third and fourth rows. Its single 200 ms step lands beyond $1/q=1.25$, and four more steps of that length carry it to 11.4.

The logarithmic value after one step is bounded but about 0.20 too low. It equals the Langmuir coverage, $1-e^{-1.416}=0.757$, because a single step from a clean surface keeps $k=a$ throughout. The uniform bound says that the vacancy is at least $e^{-1.416/0.2}\approx8.4\times10^{-4}$; the actual vacancy, 0.039, is far larger.

The equal-error coverage is $x_*=0.6/0.64=0.9375$, and runs with 4000 steps put it at 0.9376. The pulse ends slightly above it, so the logarithmic scheme is then slightly better: its error is $-4.40\times10^{-5}$, against $+5.33\times10^{-5}$ for plain Euler. The formulas reproduce both values to the digits given. At lower coverages in this pulse, with the same small step, plain Euler is the more accurate.

For $\varepsilon=0.01$ the factor is $M=0.573$, and $1.416\times0.573/0.02=40.6$. Rounding up gives 41 steps of 4.88 ms. The largest error found on the step grid was 0.0097. Step halving also works here: the runs with 8 and 16 steps differ by $-0.013$, while the error of the finer one is $-0.012$.

## The model beside a real dose

Pd(hfac)$_2$ is a real deposition precursor, and the temperature, pressure and site density are rough typical values. The values of $s_0$ and $K$ are assumptions, as are the parameters of the estimates below. With so small an $s_0$, $K$ is nearly $k_d'/k_d$, so $K=0.2$ means that a molecule desorbs five times more slowly from above a filled site than from above a vacant one. At equal prefactors this requires about 0.07 eV of extra binding there. Such binding would also hold a mobile molecule over filled sites for longer. If hops obey detailed balance, then whether they are fast or slow the density there is about five times higher, which cancels the fivefold slower desorption, and $k$ stays close to $a$. Extra binding therefore does not justify the equal densities assumed in the rate law, and $K=0.2$ serves here to test the schemes, not to explain the uptake of this precursor. Equal desorption rates would give $K\approx1$, which is nearly Langmuir kinetics. Both $s_0$ and $K$ matter strongly. With $a$ and the pulse fixed, changing $K$ from 0.2 to 1 lowers the final coverage from 0.96 to 0.76. Halving $s_0$ at $K=0.2$ halves $aT$ to 0.708, and the exact law then gives a coverage of only 0.63. Released hfac ligands can occupy oxide sites, which breaks the assumption of one site per molecule. If each adsorbed molecule blocks 0.1 extra site, and blocked sites act as filled ones, the molecules per site at the end fall from 0.96 to 0.89.

Gas supply matters less for these numbers. Let vapour diffuse steadily through a 1 cm layer of carrier gas at about 1 Torr, with diffusivity $D_g=80$ cm²/s. The flux per unit gas density is $c=\sqrt{k_BT_s/(2\pi m)}\approx34.7$ m/s. Equating diffusive supply to uptake, $D_g(n_b-n_s)/L=s_0cn_s$, gives a surface gas density $n_s=n_b/(1+\beta)$, where $n_b$ is the density outside the layer, $L$ its thickness, and $\beta=s_0cL/D_g=0.043$. Keeping the clean-surface sticking throughout overstates the depletion, since $f\le a$ here; even so, the coverage falls only to 0.950. This steady estimate leaves out the filling of an initially empty layer; with that included, and with sticking that follows the coverage, the final value is 0.944 (it depends on the assumed diffusivity, and is 0.938 for $D_g=62$ cm²/s). A valve that opens as $1-e^{-t/\tau}$ with $\tau=10$ ms lowers it to 0.947 through the lost exposure. These shifts, from 0.011 to 0.017, are larger than the chosen numerical error of 0.01, so a much finer step would do little to improve the prediction of a real dose.

Two other neglected effects are small. With a 1.6 eV barrier and a prefactor of $10^{13}$ s⁻¹, bound species lose a fraction of about $2\times10^{-5}$ in one pulse. With a physisorption energy of 0.6 eV above vacant sites and the same prefactor, the physisorbed density stays below 0.008 nm⁻². Integrating both population equations then changes the final coverage by about $10^{-6}$, which supports the quasi-steady balance for these parameters. Diffusion into deep trenches is outside the model.

In the model without desorption, a longer pulse brings rounding into play. At 1.2 s and otherwise equal settings, $at=8.50$. With $x$ close to 1, the exact law gives $y\approx(8.50-0.80)/0.20=38.5$, above the value at which a stored coverage becomes 1. On a surface with the 1.6 eV barrier used above, bound species desorb at about $9\times10^{-5}$ s⁻¹. Balanced against uptake at $a/K\approx35$ s⁻¹ per vacant site, this keeps the vacancy near $2.5\times10^{-6}$, far above the rounding limit.

## Where the conditions fail

Desorption can make the net rate per vacant site negative. Let the adsorption and desorption constants both be 1 in a chosen inverse time unit:

$$\frac{dx}{dt}=(1-x)-x,\qquad k=1-\frac{x}{1-x}.$$

At $x=0.9$, $k=-8$ and $y=\ln10=2.303$. A step $h=1$ gives $y=-5.697$ and $x=1-e^{5.697}\approx-297$, although the true coverage relaxes towards 1/2. The upper bound has survived and the lower one has not. Keeping $y\ge0$ in this step would require $h\le2.303/8=0.288$.

The other failure is an unbounded rate. For $K=0$ molecules do not desorb from above filled sites, and the quasi-steady law becomes $k=a/(1-x)$. The uptake rate is then constant, $f=a$, and the exact solution of this law reaches full coverage at $at=1$. The quasi-steady balance itself fails just before that point, because the physisorbed density it requires grows as $1/(1-x)$; the example therefore tests the schemes on the reduced law, not on a real surface. The logarithmic scheme becomes

$$y_{n+1}=y_n+ah\,e^{y_n}.$$

With $ah=0.1$ it gives $x=0.897$ at $at=1$. Soon afterwards the exponential feeds on itself, and $y$ exceeds 700 after 14 steps. Each finite $y$ still means $x<1$, but the exact solution of the law has already reached full coverage. Plain Euler follows this constant uptake without error up to filling, provided that the last step is shortened to end there. The numerical output below gives the main computed values, most of them with more digits.

## Numbers as computed

```
Temperature: 473 K; pressure: 0.010 Torr
Pulse: 0.20 s; site density: 1.0 nm^-2
Initial sticking s0: 0.0010; precursor parameter K: 0.20
Molecular mass: 520.52 u
Impinging flux: 7079.4 nm^-2 s^-1
Clean-surface rate a: 7.0794 s^-1
Pulse exposure a*t: 1.4159 (dimensionless)
Exact final coverage: 0.96070; y: 3.2366
Langmuir final coverage (K=1): 0.75729
Lower bound on vacancy, any log step: 8.423e-04
Steps, h in ms, final coverage by log Euler, by plain Euler:
    1   200.000  0.75729  1.41589
    2   100.000  0.85036  1.18474
    4    50.000  0.90711  1.02716
    8    25.000  0.93568  0.98865
   16    12.500  0.94888  0.97432
   64     3.125  0.95790  0.96405
Largest safe plain step K/a: 28.25 ms
Coverage where continued rate law is singular: 1.250
Plain Euler, h = pulse, after 1 step: 1.4159
Plain Euler, h = pulse, after 5 steps: 11.3804
Final coverage error, 4000 steps, log: -4.399e-05
  its leading formula: -4.398e-05
Final coverage error, 4000 steps, plain: 5.329e-05
  its leading formula: 5.329e-05
Equal-error coverage, formula: 0.9375
Equal-error coverage, runs: 0.9376
Maximum of (f/a) ln(k/a): 0.5734 (dimensionless)
Wanted largest coverage error: 0.010
Steps chosen: 41; h: 4.878 ms
Largest coverage error found: 0.00971
y where 1-exp(-y) rounds to 1: 37.4299
Coverage after log step with negative net rate: -297.10
K=0, step 0.1, log coverage at exposure 1: 0.8970
K=0, steps until y exceeds 700: 14
Physisorption energy: 0.60 eV; prefactor 1.0e+13 s^-1
Largest physisorbed density: 7.552e-03 nm^-2
Coverage error of quasi-steady reduction: 1.3e-06
Gas layer: 1.0 cm; diffusivity: 80 cm^2/s
Depletion ratio: 0.0433; final coverage: 0.94956
Valve rise time: 10 ms; final coverage: 0.94700
Extra sites blocked per molecule: 0.10
  adsorbed molecules per site at end: 0.89014
Bound-species barrier: 1.60 eV
  fraction lost in one pulse: 1.79e-05
```
